# Taut's Two-Electron Dot and Its Slow Configuration-Interaction Convergence

## The exercise

Two electrons of effective mass \(m^*\) move in a plane, confined by a parabolic potential and repelling each other by the full Coulomb law. There is no magnetic field, and the layer has no thickness. In effective Hartree units, \(\hbar=m^*=e^2/(4\pi\epsilon)=1\), the Hamiltonian is

\[
H=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2+\tfrac12\omega^2r_i^2\right)+\frac1{r_{12}} .
\]

**(a)** Verify that for \(\omega=1\) the function

\[
\Psi=(1+r_{12})\,e^{-(r_1^2+r_2^2)/2}
\]

is an eigenfunction with energy 3. Show that it is the ground state and a spin singlet, and find out whether the same form works at other \(\omega\).

**(b)** Configuration interaction (CI) diagonalizes \(H\) in products of oscillator orbitals. Find how its energy error falls as the basis grows, including the prefactor where it can be had.

**(c)** Compare the law with computed energies. Estimate how many orbitals bring the error below 0.001 effective Hartree.

## Hints

1. Use \(\mathbf r=\mathbf r_1-\mathbf r_2\) and \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\). Take a Gaussian times \(1+ar\) for the relative motion and compare powers of \(r\).
2. For the ground state, write an arbitrary function as \(u=\varphi g\), where \(\varphi\) is the positive solution, and compute its energy.
3. Expand the relative function in oscillator states. With \(x=r^2/2\), the term linear in \(r\) is \(\sqrt{2x}\), which is not a polynomial in \(x\).
4. The oscillator part of the Hamiltonian is diagonal in the basis. The energy error can therefore be written as a matrix element of the repulsion alone.
5. Cut the two-electron basis by the total number of quanta first. Then compare that space with the one made from all orbitals up to a given shell.

## Solution to (a)

**Separation.** The chain rule gives \(\nabla_1=\tfrac12\nabla_R+\nabla_r\) and \(\nabla_2=\tfrac12\nabla_R-\nabla_r\). The cross terms cancel in the sum of squares:

\[
\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_r^2,\qquad
r_1^2+r_2^2=2R^2+\tfrac12r^2 .
\]

Hence

\[
H=\left[-\nabla_r^2+\tfrac14\omega^2r^2+\frac1r\right]
+\left[-\tfrac14\nabla_R^2+\omega^2R^2\right].
\]

The second bracket is an oscillator with ground function \(e^{-\omega R^2}\). Since \(\nabla_R^2e^{-\omega R^2}=(4\omega^2R^2-4\omega)e^{-\omega R^2}\), its energy is \(\omega\).

**Relative motion.** For zero relative angular momentum put \(\varphi=f(r)e^{-\omega r^2/4}\). Then

\[
\varphi'=\left(f'-\tfrac12\omega rf\right)e^{-\omega r^2/4},\qquad
\varphi''=\left(f''-\omega rf'-\tfrac12\omega f+\tfrac14\omega^2r^2f\right)e^{-\omega r^2/4}.
\]

In \(-\varphi''-\varphi'/r+(\omega^2r^2/4+1/r)\varphi=\epsilon\varphi\) the quadratic potential cancels. Two terms \(\tfrac12\omega f\) add up, one from each derivative:

\[
-f''-\frac{f'}r+\omega rf'+\omega f+\frac fr=\epsilon f. \tag{1}
\]

With \(f=1+ar\) this becomes

\[
\frac{1-a}{r}+(\omega+a)+2\omega a\,r=\epsilon+\epsilon a\,r .
\]

The power \(r^{-1}\) requires \(a=1\), the constant requires \(\epsilon=\omega+1\), and the power \(r\) requires \(\epsilon=2\omega\). Together they give \(\omega=1\) and \(\epsilon=2\). The total energy is \(E=\epsilon+\omega=3\) effective Hartree, or 6 effective Rydberg. The exponent is \(r^2/4+R^2=(r_1^2+r_2^2)/2\), as stated.

The condition \(a=1\) has a local meaning. When the electrons meet, the repulsion \(1/r\) must be cancelled by the kinetic term \(-\varphi'/r\), so \(\varphi\) rises from the meeting point as a cone of slope \(\varphi(0)\). This cusp is needed at every \(\omega\). The other two conditions are met at \(\omega=1\) alone, so a linear polynomial is not a solution for general confinement.

**Ground state.** Let \(h\) be the relative Hamiltonian, with potential \(W=r^2/4+1/r\). The solution \(\varphi=(1+r)e^{-r^2/4}\) is positive everywhere, so any \(u\) can be written as \(u=\varphi g\), with

\[
|\nabla u|^2=\varphi^2|\nabla g|^2+\varphi\nabla\varphi\cdot\nabla|g|^2+|g|^2|\nabla\varphi|^2 .
\]

Integrating the middle term by parts gives \(-|g|^2(|\nabla\varphi|^2+\varphi\nabla^2\varphi)\), whose first part cancels the last term. With \(-\nabla^2\varphi+W\varphi=2\varphi\),

\[
\langle u|h|u\rangle=\int\varphi^2|\nabla g|^2\,d^2r+2\langle u|u\rangle .
\]

No relative state of any angular momentum lies below 2, and equality needs constant \(g\). The centre of mass is also in its lowest state, so \(\Psi\) is the ground state.

Exchange of the electrons changes \(\mathbf r\) to \(-\mathbf r\) and leaves \(\Psi\) unchanged. The spin function must then be antisymmetric, which is the singlet. A triplet needs odd relative angular momentum \(m\), and the term \(m^2/r^2\) makes \(|m|=1\) the lowest choice. A radial grid puts that level at 3.5965, a singlet–triplet separation of 0.5965 effective Hartree.

**Normalization and repulsion.** Without the angular factor \(2\pi\), the norm is

\[
D=\int_0^\infty r(1+r)^2e^{-r^2/2}dr
=1+2\sqrt{\tfrac{\pi}{2}}+2=3+\sqrt{2\pi}=5.5066 .
\]

The mean repulsion is

\[
\left\langle\frac1r\right\rangle=\frac1D\int_0^\infty(1+r)^2e^{-r^2/2}dr
=\frac{2+\sqrt{2\pi}}{D}=0.8184 .
\]

Without repulsion the energy would be 2. Of the increase of 1, the repulsion itself holds 0.818. The other 0.182 is the rise in kinetic and confinement energy of the deformed state.

## Solution to (b)

**Oscillator expansion.** Set \(\omega=1\) and \(x=r^2/2\), so that \(r\,dr=dx\). Without its Coulomb term, equation (1) becomes

\[
x f_{xx}+(1-x)f_x+\frac{\epsilon-1}{2}f=0 ,
\]

because \(f'=rf_x\) and \(f''=f_x+2xf_{xx}\). This is Laguerre's equation. The basis states are \(\phi_n=L_n(x)e^{-x/2}\), with oscillator energies \(2n+1\). They are orthonormal with weight \(r\,dr\), which is used for inner products below.

Let \(\psi=\varphi/\sqrt D\) and \(c_n=\langle\phi_n|\psi\rangle\). Then

\[
c_n=\frac1{\sqrt D}\int_0^\infty L_n(x)\left(1+\sqrt{2x}\right)e^{-x}dx .
\]

The constant contributes \(\delta_{n0}\). For the root, insert \(L_ne^{-x}=\frac1{n!}\frac{d^n}{dx^n}(x^ne^{-x})\) and integrate by parts \(n\) times; the boundary terms vanish. The \(n\) derivatives of \(x^{1/2}\), with the sign \((-1)^n\), produce \((-\tfrac12)_n=(-\tfrac12)(\tfrac12)\cdots(n-\tfrac32)\):

\[
c_n=\frac1{\sqrt D}\left[\delta_{n0}+\sqrt{\frac\pi2}\,\frac{(-\frac12)_n}{n!}\right].
\]

Since \((-\tfrac12)_n/n!=-\Gamma(n-\tfrac12)/(2\sqrt\pi\,n!)\) tends to \(-n^{-3/2}/(2\sqrt\pi)\),

\[
c_n\to-\frac{n^{-3/2}}{\sqrt{8D}},\qquad c_n^2\to\frac1{8Dn^3}. \tag{2}
\]

The tail comes entirely from the term linear in \(r\).

**An identity for the error.** Let \(P\) project on \(n\le N\), let \(Q=1-P\) and \(V=1/r\). The truncated problem gives a normalized \(\psi_N\) with \(Ph\psi_N=\epsilon_N\psi_N\). Evaluate \(\langle\psi|h|\psi_N\rangle\) twice. Acting to the left gives \(\epsilon\langle\psi|\psi_N\rangle\). Splitting \(\psi=P\psi+Q\psi\) gives \(\epsilon_N\langle\psi|\psi_N\rangle+\langle Q\psi|V|\psi_N\rangle\), because the oscillator part does not connect \(Q\) with \(P\). Therefore

\[
\epsilon_N-\epsilon=-\frac{\langle Q\psi|V|\psi_N\rangle}{\langle\psi|\psi_N\rangle}. \tag{3}
\]

**Leading term.** Replace \(\psi_N\) by \(\psi\). Projecting \(h\psi=2\psi\) on \(\phi_n\) gives \(\langle\phi_n|V|\psi\rangle=(1-2n)c_n\). With (2),

\[
-\langle Q\psi|V|\psi\rangle=\sum_{n>N}(2n-1)c_n^2
\to\frac1{4D}\sum_{n>N}\frac1{n^2}\to\frac1{4DN}.
\]

**Size of what was dropped.** One integration by parts in \(r\) gives

\[
\left\langle u\left|\tfrac1r\right|u\right\rangle=\int|u|^2dr\,d\theta=-\int r\,\partial_r|u|^2dr\,d\theta\le2\|u\|\,\|\nabla u\| ,
\]

where the norms may all include or all omit the constant angular factor. Since \(V>0\), the Cauchy–Schwarz inequality extends this to two functions:

\[
|\langle u|V|v\rangle|\le2\left(\|u\|\,\|\nabla u\|\,\|v\|\,\|\nabla v\|\right)^{1/2}. \tag{4}
\]

From (2), \(\|Q\psi\|^2=O(N^{-2})\) and \(\|\nabla Q\psi\|^2\le\sum_{n>N}(2n+1)c_n^2=O(N^{-1})\).

Next take \(P\psi\) as a trial function. Because \((h-\epsilon)\psi=0\),

\[
\epsilon_N-\epsilon\le\frac{\langle Q\psi|h-\epsilon|Q\psi\rangle}{\|P\psi\|^2}=O(N^{-1}).
\]

Let \(\delta=\psi_N-\psi\), with the sign of \(\psi_N\) chosen so that \(s=\langle\psi|\psi_N\rangle\ge0\). If \(\gamma\) is the gap to the next \(m=0\) level, then \(\epsilon_N-\epsilon\ge\gamma(1-s^2)\). Also \(\|\delta\|^2=2(1-s)\le2(1-s^2)\), so \(\|\delta\|^2=O(N^{-1})\). Finally, all terms of \(h\) are positive, and

\[
\|\nabla\delta\|^2\le\langle\delta|h|\delta\rangle=(\epsilon_N-\epsilon)+\epsilon\|\delta\|^2=O(N^{-1}).
\]

Inserting these sizes in (4) bounds \(\langle Q\psi|V|\delta\rangle\) by a constant times \(N^{-5/4}\). The denominator in (3) is \(1+O(N^{-1})\). Thus

\[
\epsilon_N-\epsilon=\frac1{4DN}+O(N^{-5/4}),\qquad \frac1{4D}=0.0454 . \tag{5}
\]

**From relative motion to CI.** A one-electron orbital \((n,m)\) has \(N_i=2n+|m|\) quanta and energy \(N_i+1\). The non-interacting energy can be counted by electrons or by centre-of-mass and relative motion, so \(N_1+N_2=N_{\rm cm}+N_{\rm rel}\). Cutting the CI at \(N_1+N_2\le2N\) therefore gives the same space as \(N_{\rm cm}+N_{\rm rel}\le2N\).

The repulsion does not change the centre-of-mass state. For \(N_{\rm cm}=0\) and zero total angular momentum, what remains is the relative problem with \(n\le N\). Its energy is at most \(2+\sqrt{\pi/2}=3.2533\), the value for \(N=0\). States with \(N_{\rm cm}\ge1\) have energy at least \(2+2=4\), so they do not compete. The lowest energy is \(E_{\rm rel}(N)=1+\epsilon_N\).

Full CI in an orbital set instead admits all pairs with \(N_1\le K\) and \(N_2\le K\). This space contains all pairs with \(N_1+N_2\le K\) and lies inside \(N_1+N_2\le2K\). A larger variational space cannot raise the lowest energy, so for even \(K\)

\[
E_{\rm rel}(K)\le E_{\rm CI}(K)\le E_{\rm rel}(K/2). \tag{6}
\]

By (5), the full-CI error lies asymptotically between \(1/(4DK)\) and \(1/(2DK)\). There are \(M=(K+1)(K+2)/2\) spatial orbitals, so \(K\approx\sqrt{2M}\) and the error scales as \(M^{-1/2}\). At large \(K\), a tenfold reduction takes a hundred times as many orbitals if \(K\) times the error tends to a constant. The bracket alone allows \(K\) to grow by a factor between 5 and 20, that is, 25 to 400 times as many orbitals. For full CI at small \(K\), convergence is somewhat faster than this asymptotic law. For the total-quanta cut below \(N=5\) it is slightly slower.

## Solution to (c)

**Matrix elements.** The relative problem needs \(V_{nn'}=\int_0^\infty L_nL_{n'}e^{-x}(2x)^{-1/2}dx\). The generating function of \(L_n\) is \((1-t)^{-1/2}\) times that of \(L_n^{(-1/2)}\). Hence \(L_n=\sum_k a_{n-k}L_k^{(-1/2)}\) with \(a_j=(\tfrac12)_j/j!\), and orthogonality gives

\[
V_{nn'}=\frac1{\sqrt2}\sum_{k=0}^{\min(n,n')}a_{n-k}a_{n'-k}\frac{\Gamma(k+\frac12)}{k!}.
\]

All terms are positive, so nothing is lost by cancellation in large bases.

For CI with pairs \((n_1,m;n_2,-m)\), use \(1/r_{12}=\int_0^\infty J_0(qr_{12})dq\) and the addition theorem for \(J_0\). With normalized radial functions \(R_{nm}\) and \(l=|m'-m|\), the repulsion element is

\[
\int_0^\infty F_{n_1n_1'}(q)F_{n_2n_2'}(q)\,dq,\qquad
F_{nn'}(q)=\int_0^\infty R_{nm}R_{n'm'}J_l(qr)\,r\,dr .
\]

A negative Bessel order would put the same sign in both factors, so the product is unaffected.

**Full CI.** The energies, in effective Hartree, are:

| \(K\) | orbitals | energy | error |
|---:|---:|---:|---:|
| 0 | 1 | 3.25331 | 0.25331 |
| 2 | 6 | 3.03860 | 0.03860 |
| 6 | 28 | 3.01102 | 0.01102 |
| 10 | 66 | 3.00616 | 0.00616 |
| 20 | 231 | 3.00285 | 0.00285 |

The first few orbitals remove most of the error; then progress becomes slow. Going from 66 to 231 orbitals reduces it by a factor \(0.00616/0.00285=2.16\), a local exponent of 1.11 in \(K\). At \(K=20\) the error is 0.1% of the total energy, but 0.5% of the singlet–triplet separation.

The bracket (6) can be read off at \(K=10\). Total-quanta cuts of 20 and 10 give \(E_{\rm rel}(10)=3.00506\) and \(E_{\rm rel}(5)=3.01023\), and the full-CI value 3.00616 lies between them.

**The asymptotic constant.** In the relative basis, \(N(\epsilon_N-\epsilon)\) is 0.04771, 0.04664 and 0.04605 for \(N=100\), 400 and 1600. The approach to 0.0454 is itself slow. The excess over the limit nearly halves when \(N\) is quadrupled, which suggests a relative correction proportional to \(N^{-1/2}\). The bound above does not prove that form. If it is assumed, the last two values extrapolate to

\[
2(0.04605)-0.04664=0.0455,
\]

which agrees with \(1/(4D)\) to about 0.1% when the unrounded values are used. A positive correction of this kind also makes local exponents exceed 1. It accounts for only a small part of the 1.11 of full CI. From \(N=10\) to 20 the relative error falls from 0.00506 to 0.00249, an exponent of 1.03. The rest arises because full CI moves toward the lower edge of (6): its error is 1.22 times the lower bound at \(K=10\) and 1.15 times at \(K=20\). With the centre of mass in its ground state, the \(2n\) relative quanta are shared binomially between the electrons, so \(N_1=n\pm O(\sqrt n)\) and the shell cut acts like \(n\le K-O(\sqrt K)\). This suggests, without proving it, that \(K\) times the full-CI error tends to the lower value \(1/(4D)\).

**Orbitals for an error of 0.001.** The relative error first falls below 0.001 at \(N=49\). The lower inequality in (6) uses only \(N_1+N_2\le2K\) and holds for odd \(K\) as well, so full CI needs at least \(K=49\). By the upper inequality, \(K=98\) is enough. The corresponding orbital counts are

\[
\frac{50\cdot51}{2}=1275\qquad\text{and}\qquad\frac{99\cdot100}{2}=4950 .
\]

These are bounds on the required number, not the number itself. Since full CI moves toward the lower edge of (6) as \(K\) grows, the number lies near the lower bound: the error is 0.00101 at \(K=52\) and 0.00099 at \(K=53\), which means 1485 orbitals. The numerical output below lists further values.

## Variation 1: remove the cusp, or supply it

*Replace \(1/r\) by \(\operatorname{erf}(r)/r\). Does the slow tail remain? Then return to \(1/r\) and add one function to the basis.*

The softened repulsion is a bounded mixture of Gaussians:

\[
\frac{\operatorname{erf}(r)}r=\frac2{\sqrt\pi}\int_0^1e^{-t^2r^2}dt .
\]

With \(s=2t^2\), each Gaussian couples the lowest state to \(\phi_n\) by

\[
\int_0^\infty L_n(x)e^{-(1+s)x}dx=\frac{s^n}{(1+s)^{n+1}} .
\]

Since \(s\le2\), this falls at least as fast as \((2/3)^n\). To first order in the repulsion, the expansion coefficients fall geometrically. For the true Coulomb law \(t\) extends to infinity, the ratio \(s/(1+s)\) approaches 1, and the geometric bound is lost.

The full diagonalization also converges rapidly, although the rate \((2/3)^n\) is a first-order bound and the full coefficients need not obey it. At \(N=20\) the Coulomb error is 0.0025 effective Hartree. The softened problem differs from its own \(N=60\) result by less than \(10^{-12}\), a genuine truncation error of about \(4\times10^{-13}\), roughly ten times the rounding level.

For the Coulomb law, take just \(e^{-r^2/4}\) and \(re^{-r^2/4}\). Their span contains \(\varphi\), and no trial energy can lie below \(\epsilon=2\). The two-function problem therefore returns \(E=3\), as the numerical diagonalization confirms. The oscillator functions are slow because they are smooth in the plane where \(\varphi\) has a cone.

## Variation 2: the next closed form

*Find the confinement at which a quadratic polynomial solves (1), and the CI law there.*

Put \(f=1+r+br^2\); the cusp has fixed the linear coefficient. Collecting powers in (1) gives

\[
r^0:\ -4b+1+\omega=\epsilon,\qquad
r^1:\ b+2\omega=\epsilon,\qquad
r^2:\ 3\omega=\epsilon .
\]

The last two give \(b=\omega\). The first becomes \(1-3\omega=3\omega\), so

\[
\omega=\tfrac16,\qquad \epsilon=\tfrac12,\qquad E=\epsilon+\omega=\tfrac23 .
\]

The polynomial \(1+r+r^2/6\) is positive, so the argument of part (a) again identifies the singlet ground state.

Now \(x=\omega r^2/2=r^2/12\), and \(f=1+\sqrt{12x}+2x\). In this variable the norm is

\[
D'=\int_0^\infty f^2e^{-x}dx=25+4\sqrt{12\pi}.
\]

The term \(2x\) affects only \(n\le1\). Compared with \(\omega=1\), the root has 12 in place of 2, so \(c_n^2\to\frac{6}{8D'n^3}\). The oscillator spacing is \(2\omega=\tfrac13\), and the error becomes

\[
\sum_{n>N}\frac n3\,\frac{6}{8D'n^3}\to\frac1{4D'N}.
\]

The remainder estimate carries over with changed constants. Since \(12\pi>36\), \(D'>49\), and the error is below \(0.0052/N\) at leading order, against \(0.0454/N\) before. Relative to the total energy it is below \(0.0077/N\), against \(0.0151/N\). The weaker trap lets the electrons stay farther apart on the oscillator scale, so the cusp carries less weight. The power of \(N\) does not change. These are limiting constants and are approached from above: \(N\) times the error is still 0.0058 at \(N=50\) and 0.0053 at \(N=800\).

## Computed values

```
Energies below are in effective Hartree (Ha*) unless stated.
omega from radial conditions: 1.0 Ha*/hbar
relative energy: 2.0 Ha*
total energy from local action: 3.0000000000 Ha*
total energy converted: 6.00000000 effective Ry
radial-grid singlet energy: 3.000000 Ha*
radial-grid lowest m=1 triplet energy: 3.596498 Ha*
triplet minus singlet: 0.59650 Ha*
normalization D: 5.506628 (dimensionless)
mean Coulomb repulsion: 0.818401 Ha*
largest tested inequality ratio: 1.00000000
n^3 tail of c_n^2 / predicted tail, n=1600: 1.000469
Full CI: shell K, spatial orbitals, energy Ha*, error Ha*
   0    1  3.25331414  0.25331414
   2    6  3.03860458  0.03860458
   4   15  3.01760623  0.01760623
   6   28  3.01101998  0.01101998
  10   66  3.00615828  0.00615828
  14  120  3.00422363  0.00422363
  20  231  3.00284624  0.00284624
full-CI local exponent, K=10 to 20: 1.1135
Total-quanta CI: cutoff, energy Ha*
   4  3.02493793
  10  3.01022870
  20  3.00506235
exact identity error at N=10: 0.00506235 Ha*
Relative basis: N, error Ha*, N times error Ha*
   100  0.000477131  0.0477131
   400  0.000116612  0.0466449
  1600  0.000028780  0.0460476
relative exponent, N=400 to 1600: 1.00930
extrapolated N times error: 0.0454503 Ha*
predicted limit 1/(4D): 0.0453998 Ha*
Coulomb basis error at N=20: 0.0024852 Ha*
smooth-interaction error at N=20: 3.673e-13 Ha*
energy with two cusp-capable functions: 3.0000000000 Ha*
target error: 0.0010 Ha*
relative N first below target: 49
full-CI shell necessary at least: 49
full-CI shell sufficient: 98
corresponding spatial orbitals: 1275 to 4950
```
